# Silicon's Electronic Dielectric Constant from the Simplest Penn Model

## Problem

The electrons of a semiconductor screen an electric field because the field displaces them slightly. The simplest Penn model describes this with two energies: the plasma energy $\hbar\omega_p$ of the valence electrons and one average gap $E_g$. For silicon take $\hbar\omega_p=16.6$ eV and $E_g=4.8$ eV.

(a) Let $n$ electrons per unit volume each be bound harmonically, with excitation energy $\hbar\omega_0=E_g$. Find the static dielectric constant $\varepsilon$ in terms of $\hbar\omega_p$ and $E_g$.

(b) Check the plasma energy, using the lattice parameter $a=0.5431$ nm, eight atoms per cubic cell and four valence electrons per atom.

(c) Estimate $\varepsilon$ and the long-wavelength refractive index of silicon. How much does $\varepsilon$ change if the average gap is shifted by 0.1 eV?

(d) Electrons in a crystal occupy bands and are not tied to springs. Show that the formula of part (a) still holds for filled bands of independent electrons, provided $E_g$ is a suitable average, and find that average.

(e) Silicon's fundamental gap is roughly 1.1 eV. What happens if it is used for $E_g$? How does the model respond to light of finite frequency?

SI units are used, $m$ is the free-electron mass and the electron charge is $-e$. The ions are held at rest, so $\varepsilon$ is the electronic part of the relative permittivity. Each electron is taken to respond to the macroscopic field $F$, the field averaged over a unit cell. Field variations inside the cell caused by the response itself, called local-field effects, are neglected.

## Solution

### (a) One bound electron, then $n$ of them

A charge $-e$ in a uniform field $F$ along $x$ has potential energy $+eFx$. The Hamiltonian for motion along $x$ is

$$H=\frac{p_x^2}{2m}+\frac12 m\omega_0^2x^2+eFx .$$

Completing the square gives

$$\frac12 m\omega_0^2x^2+eFx=\frac12 m\omega_0^2\,(x-x_0)^2-\frac{e^2F^2}{2m\omega_0^2},\qquad x_0=-\frac{eF}{m\omega_0^2}.$$

The field moves the centre of the parabola to $x_0$ and lowers all levels equally. The level spacing remains $\hbar\omega_0$, and the mean position in the ground state is $x_0$. The minus sign says that a negative charge moves against the field.

The dipole moment is $-ex_0=e^2F/(m\omega_0^2)$, which points along the field. The polarization, or dipole moment per volume, is therefore

$$P=\frac{ne^2}{m\omega_0^2}\,F .$$

The susceptibility $\chi$ is defined by $P=\varepsilon_0\chi F$, and $\varepsilon=1+\chi$. With the plasma frequency defined by

$$\omega_p^2=\frac{ne^2}{\varepsilon_0m},$$

we obtain $\chi=\omega_p^2/\omega_0^2$. Multiplying numerator and denominator by $\hbar^2$ and setting $\hbar\omega_0=E_g$ gives

$$\boxed{\;\varepsilon=1+\left(\frac{\hbar\omega_p}{E_g}\right)^2\;}$$

The oscillator is a fair picture of a one-gap solid because its ground state has a single dipole transition. The ground state is $\psi_0\propto e^{-m\omega_0x^2/2\hbar}$, and $x\psi_0$ is proportional to the first excited state. The field therefore couples $\psi_0$ to that state alone, at energy $\hbar\omega_0$.

The limits make sense. For stiff binding, $E_g\to\infty$, the electrons cannot move and $\varepsilon\to1$. For weak binding $\varepsilon$ grows without bound, as expected on the way to a metal. The square has a simple origin: the displacement is inversely proportional to the spring constant $m\omega_0^2$.

### (b) The plasma energy

The cubic cell holds $8\times4=32$ valence electrons, so

$$n=\frac{32}{a^3}=\frac{32}{(0.5431\times10^{-9}\ \text{m})^3}=1.998\times10^{29}\ \text{m}^{-3}.$$

Inserting this density in the definition of $\omega_p$ gives

$$\hbar\omega_p=\hbar\sqrt{\frac{ne^2}{\varepsilon_0m}}=16.60\ \text{eV},$$

in agreement with the stated value. The plasma energy depends on the crystal only through the number of valence electrons per volume. How strongly these electrons are bound enters the model separately, through $E_g$. The core electrons are left out because they are bound much more tightly, and by part (a) tight binding means a small response.

### (c) The estimate for silicon

The ratio of the two energies is $16.6/4.8=3.4583$. Hence

$$\chi=(3.4583)^2=11.96,\qquad \varepsilon=1+11.96=12.96\approx13 .$$

In a transparent, non-magnetic medium the refractive index is $\sqrt\varepsilon$, which gives

$$\sqrt{12.96}=3.60 .$$

To find the sensitivity, differentiate $\varepsilon=1+(\hbar\omega_p)^2E_g^{-2}$ at fixed plasma energy:

$$\frac{d\varepsilon}{dE_g}=-2(\hbar\omega_p)^2E_g^{-3}=-\frac{2(\varepsilon-1)}{E_g}=-\frac{2\times11.96}{4.8\ \text{eV}}=-4.98\ \text{eV}^{-1}.$$

A shift of 0.1 eV should change $\varepsilon$ by about 0.5. Direct evaluation gives 13.47 at 4.7 eV and 12.48 at 4.9 eV. The upward change is slightly larger than the downward one because $E_g^{-2}$ is a convex function. An average gap quoted to 0.1 eV therefore does not support the decimals of 12.96, and the result to keep is "about 13".

The measured value is roughly 12, so the estimate has the right size. How much this agreement proves depends on where 4.8 eV came from. The formula can be inverted to $E_g=\hbar\omega_p/\sqrt{\varepsilon-1}$. A gap fitted to a measured $\varepsilon$ gives no independent prediction when it is put back. With $\varepsilon=12$ this inversion gives $16.6/\sqrt{11}=5.0$ eV, not 4.8 eV. A value near 4.8 eV results when the fuller Penn formula mentioned in part (d), with its prefactor of about 0.91, is inverted instead. The excess of 13 over the measured value is about the size of that omitted prefactor.

The oscillator result can be checked without completing the square. The Schrödinger equation was solved on a grid for an electron with $\hbar\omega_0=4.8$ eV in a field of $1.0\times10^8$ V/m. Real silicon would break down in such a field. It serves here only as a numerical probe, and since the displacement of a harmonic oscillator is exactly proportional to the field, its size does not affect $\varepsilon$. The mean displacement was $-3.307\times10^{-13}$ m, less than a thousandth of the lattice parameter. Then

$$\varepsilon=1-\frac{ne\,x_0}{\varepsilon_0F}=12.96,$$

as the formula requires.

### (d) What the average gap means in a crystal

Consider $N$ independent electrons in a volume $V$ of a cubic crystal, with Hamiltonian $H=p^2/2m+V_{\rm cr}(\mathbf r)$ and a local periodic potential $V_{\rm cr}$. Let $v$ label the filled states and $c$ the empty ones; each label includes band, wavevector and spin. Write $E_{cv}=E_c-E_v$, which is positive because there is a gap.

**Response to a slow potential.** A uniform field has a potential that grows without limit in a large crystal. It is safer to apply the potential energy $W=U\cos qx$ and let $q$ become small at the end. Here $W$ is the total macroscopic potential energy, including the part produced by the response.

First-order perturbation theory gives the change in the sum of $\cos qx$ over all electrons:

$$\delta\Big\langle\sum\cos qx\Big\rangle=-2U\sum_{v,c}\frac{|\langle c|\cos qx|v\rangle|^2}{E_{cv}} .$$

Admixtures of one filled state into another do not appear. For a pair $v,v'$ the two contributions have the same numerator and opposite denominators, $E_v-E_{v'}$ and $E_{v'}-E_v$, so they cancel.

Let the slowly varying density change be $\delta n\cos qx$. Since $\cos^2qx$ averages to $1/2$, the left side equals $V\delta n/2$. On the right, write $\cos qx=(e^{iqx}+e^{-iqx})/2$. The two exponentials lead to different final wavevectors, so there are no cross terms. Time-reversal symmetry makes their summed contributions equal. The sum with $|\langle c|\cos qx|v\rangle|^2$ is therefore $2\times\frac14=\frac12$ of the sum with $|\langle c|e^{iqx}|v\rangle|^2$, and

$$\delta n=-\frac{2U}{V}\sum_{v,c}\frac{|\langle c|e^{iqx}|v\rangle|^2}{E_{cv}} .$$

**From density to susceptibility.** The force on an electron is $-dW/dx=qU\sin qx$, and it equals $-eF$. Thus $F=-(qU/e)\sin qx$ and $P=\varepsilon_0\chi F$. The polarization charge density is

$$-\frac{dP}{dx}=\frac{\varepsilon_0\chi q^2U}{e}\cos qx .$$

This must equal $-e\,\delta n\cos qx$, so $\delta n=-\varepsilon_0\chi q^2U/e^2$. Equating the two expressions for $\delta n$ gives

$$\chi=\frac{2e^2}{\varepsilon_0q^2V}\sum_{v,c}\frac{|\langle c|e^{iqx}|v\rangle|^2}{E_{cv}} .$$

**Small $q$.** The local potential commutes with $e^{iqx}$, so only the kinetic energy contributes to the commutator. From $p_xe^{iqx}=e^{iqx}(p_x+\hbar q)$ it follows that

$$[H,e^{iqx}]=e^{iqx}\left(\frac{\hbar q\,p_x}{m}+\frac{\hbar^2q^2}{2m}\right).$$

Take the matrix element between $c$ and $v$. The left side becomes $E_{cv}\langle c|e^{iqx}|v\rangle$. The matrix element itself vanishes in proportion to $q$, because $c$ and $v$ are orthogonal at $q=0$. The last term is then of order $q^3$ and can be dropped. To leading order,

$$\langle c|e^{iqx}|v\rangle=\frac{\hbar q}{m}\frac{p_{cv}}{E_{cv}},$$

where $p_{cv}$ is the matrix element of $p_x$ between states of equal wavevector. The factor $q^2$ cancels in $\chi$:

$$\chi=\frac{2e^2\hbar^2}{\varepsilon_0m^2V}\sum_{v,c}\frac{|p_{cv}|^2}{E_{cv}^3}.$$

**The sum rule.** Define the oscillator strength of each transition as

$$f_{cv}=\frac{2|p_{cv}|^2}{mE_{cv}} .$$

The total strength follows from the curvature of the bands. Changing the wavevector by $\kappa$ along $x$ replaces $p_x$ by $p_x+\hbar\kappa$ in the Hamiltonian for the periodic part of the Bloch function. This adds $\hbar\kappa p_x/m+\hbar^2\kappa^2/2m$, where $p_x$ now stands for the full momentum of the Bloch state. Collecting terms of order $\kappa^2$ in the energy, with second-order perturbation theory for the first addition, gives

$$\frac{d^2E_v}{dk_x^2}=\frac{\hbar^2}{m}+\frac{2\hbar^2}{m^2}\sum_{n\ne v}\frac{|p_{nv}|^2}{E_v-E_n}.$$

Now sum over all filled states. Pairs of filled states again cancel, because $E_v-E_n$ changes sign when the two are exchanged. The left side sums to zero: the total energy of the filled bands at each wavevector is a smooth periodic function, and the second derivative of such a function averages to zero over the Brillouin zone. What remains is

$$0=\frac{N\hbar^2}{m}-\frac{2\hbar^2}{m^2}\sum_{v,c}\frac{|p_{cv}|^2}{E_{cv}}
\quad\Longrightarrow\quad \sum_{v,c}f_{cv}=N .$$

Each electron contributes one unit of strength on average, just as one oscillator does. This is why the free-electron mass appears in $\omega_p$ although the electrons move in a crystal.

The number $N$ counts every filled state of $H$. To apply the result to silicon with valence electrons only, let them move in an effective local potential that has no core states. If core states are kept, the valence electrons alone carry more than one unit each on average. Their downward transitions would count negatively in the sum rule, but these are blocked because the core states are filled.

**The average.** Since $2|p_{cv}|^2/m=f_{cv}E_{cv}$, the susceptibility becomes

$$\chi=\frac{e^2\hbar^2}{\varepsilon_0mV}\sum_{v,c}\frac{f_{cv}}{E_{cv}^2}.$$

Define the average gap by

$$\frac1{E_g^2}=\frac1N\sum_{v,c}\frac{f_{cv}}{E_{cv}^2}.$$

Then, with $n=N/V$,

$$\chi=\frac{ne^2}{\varepsilon_0m}\,\frac{\hbar^2}{E_g^2}=\left(\frac{\hbar\omega_p}{E_g}\right)^2,$$

which is the formula of part (a). Within independent-particle response without local fields, nothing is lost by writing $\chi$ in this form. Local fields are not small in silicon: they lower $\varepsilon$ by roughly ten per cent. The approximation enters when a single supplied number replaces the average over the real spectrum. The fuller Penn model uses a particular band structure and multiplies $\chi$ by $1-E_g/4E_F+\frac13(E_g/4E_F)^2$, where $E_F\approx12.5$ eV is the free-electron Fermi energy at silicon's valence density. The factor is about 0.91 and would bring the estimate to about 11.9; the simplest version sets it to one. The supplied 4.8 eV is not shown here to equal the average defined above for silicon.

The weights $f_{cv}/N$ are positive and add up to one. Therefore $E_g$ cannot lie below the smallest vertical gap, that is, the smallest $E_{cv}$ at equal wavevector. It equals that gap only if all the strength sits there.

**A model crystal.** These steps can be tested in one dimension, in units where $\hbar=m=1$ and the period is $2\pi$. The potential is $0.30\cos x+0.40\cos2x$, and two bands are filled with one electron per state. The momentum matrix elements give a strength of 1.000000 per electron, as the sum rule demands.

For an independent value of the response, the slow potential was included in the Hamiltonian of a long piece of crystal and the density change was computed. The quantity $\varepsilon_0\chi/e^2$ came out as 1.12316 for one wave across 20 cells and 1.13141 for one wave across 40 cells. The response is even in $q$, so its leading error is proportional to $q^2$ and falls by a factor of four when the length doubles. Eliminating it gives

$$\frac{4\times1.13141-1.12316}{3}=1.13416 .$$

The momentum formula gives 1.13419, a relative difference of about $3\times10^{-5}$.

The density is $2/(2\pi)=1/\pi$, so the average gap is $\sqrt{(1/\pi)/1.13416}=0.5298$. The smallest vertical gap is 0.4368. Using the latter in the one-gap formula would overestimate the susceptibility by the factor $(0.5298/0.4368)^2=1.47$.

### (e) The wrong gap, and light of finite frequency

Putting the fundamental gap into the formula gives

$$1+\left(\frac{16.6}{1.1}\right)^2\approx229,$$

more than ten times the estimate of part (c). This would place the entire oscillator strength of the valence electrons at 1.1 eV. Silicon has an indirect gap: its highest filled and lowest empty states have different wavevectors. The sum for $\chi$ contains vertical transitions only, so that pair of states does not contribute at all. The gap that matters for screening is the average over vertical transitions found in part (d).

For light of angular frequency $\omega$, return to the bound electron. In a harmonic potential the mean position obeys the classical equation of motion,

$$m\ddot x=-m\omega_0^2x-eF\cos\omega t .$$

Try $x=X\cos\omega t$. Then $-m\omega^2X=-m\omega_0^2X-eF$, so $X=-eF/[m(\omega_0^2-\omega^2)]$. Repeating the steps of part (a) with this displacement gives

$$\varepsilon(\omega)=1+\frac{(\hbar\omega_p)^2}{E_g^2-(\hbar\omega)^2}.$$

At $\omega=0$ the static result returns. For $\hbar\omega\ll E_g$ the susceptibility is larger than its static value by the relative amount $(\hbar\omega/E_g)^2$, to leading order. The static index is therefore a rough first estimate for infrared light in silicon, and the model predicts that the index rises with photon energy as long as $\hbar\omega$ stays below $E_g$. With a spread of transition energies the relative rise is $(\hbar\omega)^2\sum f_{cv}E_{cv}^{-4}/\sum f_{cv}E_{cv}^{-2}$, which is never smaller than $(\hbar\omega/E_g)^2$ for the average gap of part (d), so the one-gap model understates the dispersion. At a wavelength of 1.55 $\mu$m the model gives an index of 3.65, against a measured value near 3.48.

Nearer to $E_g$ the model fails. It has no absorption below $E_g$ and a divergence at $E_g$, because all transitions were placed at one energy and damping was left out. Real silicon has a continuous range of transitions and already absorbs at photon energies between its fundamental gap and 4.8 eV. One average energy can represent the static response, which is a single weighted sum over the spectrum, but it cannot reproduce the shape of that spectrum.

The values of the silicon estimate and of the two numerical checks are listed in the numerical output that follows.

## Values computed for the example and the checks

```
SILICON ESTIMATE
plasma energy, input: 16.6 eV
average gap, input: 4.8 eV
energy ratio: 3.4583 (no unit)
susceptibility: 11.96 (no unit)
dielectric constant: 12.96 (no unit)
long-wave refractive index: 3.60 (no unit)
PLASMA ENERGY CHECK
lattice parameter: 0.5431 nm
valence-electron density: 1.998e+29 m^-3
plasma energy from density: 16.60 eV
SENSITIVITY
slope d eps/d gap: -4.98 per eV
eps at gap 4.7 eV: 13.47 (no unit)
eps at gap 4.9 eV: 12.48 (no unit)
fundamental gap, rough: 1.1 eV
eps if that gap is misused: 229 (no unit)
BOUND ELECTRON ON A GRID
applied field: 1.0e+08 V/m
first excitation energy: 4.7999 eV
displacement: -3.307e-13 m
eps from displacement: 12.960 (no unit)
MODEL CRYSTAL (hbar = m = G = 1)
potential coefficients: 0.15, 0.20 (model units)
strength per electron: 1.000000 (no unit)
response, 20 cells: 1.12316 (model units)
response, 40 cells: 1.13141 (model units)
response, extrapolated: 1.13416 (model units)
response, momentum sum: 1.13419 (model units)
smallest vertical gap: 0.4368 (model units)
average gap: 0.5298 (model units)
overestimate with smallest gap: 1.47 times
```
